# Which effective mass belongs in silicon's intervalley scattering rate?

## Question

I am computing how often an electron in the conduction band of silicon is scattered from one valley to another by phonons. My rate for a phonon of energy $\hbar\omega$ is

$$
\Gamma_\pm=\frac{Z\,D^2 m^{3/2}}{\sqrt2\,\pi\rho\hbar^3\omega}\,\sqrt{E\mp\hbar\omega}\,\left(N+\tfrac12\pm\tfrac12\right),
$$

with the upper sign for emission and the lower for absorption. $E$ is the electron energy above the valley minimum, $D$ the coupling constant, $\rho$ the mass density, $N$ the phonon occupation and $Z$ the number of valleys the electron can end in.

Since $m$ comes from the density of states, I used silicon's density-of-states mass, $1.06\,m_0$. I keep two phonons, with rough, rounded parameters:

- g process (to the opposite valley): $Z=1$, $\hbar\omega=60$ meV, $D=10^9$ eV/cm.
- f process (to a perpendicular valley): $Z=4$, $\hbar\omega=50$ meV, $D=3\times10^8$ eV/cm.

For an electron of 100 meV at 300 K the total is $3.6\times10^{13}\ \mathrm{s^{-1}}$. With a constant rate of $3\times10^{12}\ \mathrm{s^{-1}}$ added for all other scattering, my mobility is about 550 cm²/Vs, which looks low for pure silicon. Is the mass wrong? If it is, can I keep $1.06\,m_0$ and drop $Z$ instead?

## Answer

The mass is wrong for this formula. The value $1.06\,m_0$ describes all six valleys together, whereas your formula needs the mass of one valley, about $0.32\,m_0$, because $Z$ already counts the valleys. Your intervalley rates are six times too large. Dropping $Z$ does not repair them in general. Both statements follow from deriving the rate and watching where the valleys are counted.

### The phonon factor

Take a crystal of volume $V$ and a coupling energy equal to $D$ times the lattice displacement $u$, with $D$ constant. Write the displacement for one wave vector $\mathbf q$ as two standing waves,

$$
u=\sqrt2\,Q_1\cos(\mathbf q\cdot\mathbf r)+\sqrt2\,Q_2\sin(\mathbf q\cdot\mathbf r).
$$

The kinetic energy is $\frac12\rho\int\dot u^2\,d^3r$. Since $2\cos^2$ and $2\sin^2$ each integrate to $V$ and the cross term integrates to zero, this equals $\frac12\rho V(\dot Q_1^2+\dot Q_2^2)$. Each $Q$ is therefore an oscillator of mass $\rho V$ and frequency $\omega$, for which

$$
|\langle n+1|Q|n\rangle|^2=\frac{\hbar}{2\rho V\omega}(n+1),\qquad
|\langle n-1|Q|n\rangle|^2=\frac{\hbar}{2\rho V\omega}\,n .
$$

A thermal average replaces $n$ by $N=1/(e^{\hbar\omega/kT}-1)$.

Between electron states whose wave vectors differ by $\mathbf q$, the factor $\sqrt2\cos(\mathbf q\cdot\mathbf r)$ has a matrix element of magnitude $\sqrt2/2$, whose square is $\frac12$. The sine wave gives another $\frac12$. The two leave the lattice in different final states, so their probabilities add to 1. Hence

$$
|M_\pm|^2=\frac{\hbar D^2}{2\rho V\omega}\left(N+\tfrac12\pm\tfrac12\right).
$$

No electron mass has appeared yet.

### The final states in one valley

Each valley is taken as a parabolic ellipsoid, with $\mathbf k$ measured from its minimum:

$$
E=\frac{\hbar^2}{2}\left(\frac{k_l^2}{m_l}+\frac{k_{t1}^2+k_{t2}^2}{m_t}\right).
$$

Rescale each component by $k_i=\sqrt{m_i/m_d}\;\kappa_i$. The energy becomes $\hbar^2\kappa^2/2m_d$, which is spherical. The volume element changes by the factor $\sqrt{m_lm_t^2}/m_d^{3/2}$, and this equals 1 if we choose

$$
m_d=(m_l m_t^2)^{1/3}.
$$

A shell in $\kappa$ space has volume $4\pi\kappa^2d\kappa$. From $\kappa=\sqrt{2m_dE}/\hbar$ and $\kappa\,d\kappa=m_d\,dE/\hbar^2$,

$$
\kappa^2d\kappa=\frac{\sqrt2\,m_d^{3/2}\sqrt E}{\hbar^3}\,dE .
$$

There are $1/(2\pi)^3$ states per unit volume of crystal and of $\mathbf k$ space. This coupling conserves the electron's spin, so one spin direction is counted:

$$
g_1(E)=\frac{4\pi}{8\pi^3}\,\frac{\sqrt2\,m_d^{3/2}\sqrt E}{\hbar^3}
=\frac{m_d^{3/2}\sqrt E}{\sqrt2\,\pi^2\hbar^3}.
$$

This is the density of states of one valley. With the rough values $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$,

$$
m_d=(0.92\times0.19^2)^{1/3}m_0=0.321\,m_0 .
$$

### Where the valleys are counted

The golden rule, to lowest order in the coupling, multiplies $|M|^2$ by the number of final states per unit energy. With $Z$ equivalent final valleys that number is $ZVg_1(E')$, where $E'=E\mp\hbar\omega$:

$$
\Gamma_\pm=\frac{2\pi}{\hbar}\,|M_\pm|^2\,Z\,V\,g_1(E')
=\frac{\pi Z D^2}{\rho\omega}\left(N+\tfrac12\pm\tfrac12\right)\frac{m_d^{3/2}\sqrt{E'}}{\sqrt2\,\pi^2\hbar^3}.
$$

Cancelling one $\pi$ gives your formula with $m=m_d$. Emission requires $E>\hbar\omega$; below that its rate is zero.

The value $1.06\,m_0$ answers a different question: what mass would a single spherical valley need in order to hold as many states as all six real ones? Call it $m_6$. Then

$$
m_6^{3/2}=6\,m_d^{3/2}\quad\Rightarrow\quad m_6=6^{2/3}m_d=3.30\times0.321\,m_0=1.06\,m_0 .
$$

Putting $m_6$ into a rate that already contains $Z$ gives

$$
Z\,m_6^{3/2}=6Z\,m_d^{3/2}.
$$

The error is a factor 6, whatever $Z$ is. It is not a factor $Z$, as the phrase "counting the valleys twice" might suggest. The four final valleys of the f process become 24, and the single final valley of the g process becomes 6. The factor does not depend on energy, temperature or phonon. For a material with $M$ equivalent valleys, the same argument gives a factor $M$.

### Why dropping $Z$ is not the cure

With $m_6$ and no $Z$, the formula allows six final valleys for each phonon. For the f process this is $6/4=1.5$ times too many, and for the g process $6/1=6$ times too many. The g rate has not improved at all, since its $Z$ was 1 to begin with.

There is one case in which $m_6$ without $Z$ is right: when the electron can reach all six valleys, its own included, with the same $D$ and the same $\hbar\omega$. Your two processes differ in both, so each needs its own $Z$ together with $m_d$.

### Your rates, corrected

For g emission the final energy is $100-60=40$ meV and $N=0.109$. In SI units:

- $D=1.602\times10^{-8}$ J/m
- $m_d^{3/2}=1.584\times10^{-46}\ \mathrm{kg^{3/2}}$
- $\sqrt{E'}=8.005\times10^{-11}\ \mathrm{J^{1/2}}$
- $\omega=9.116\times10^{13}\ \mathrm{s^{-1}}$
- $\rho=2330\ \mathrm{kg/m^3}$

Therefore

$$
\Gamma_{g,+}=\frac{(1.602\times10^{-8})^2(1.584\times10^{-46})(8.005\times10^{-11})(1.109)}
{\sqrt2\,\pi\,(2330)(1.173\times10^{-102})(9.116\times10^{13})}
=3.26\times10^{12}\ \mathrm{s^{-1}}.
$$

The other rates follow by ratios. Absorption ends at 160 meV, so

$$
\Gamma_{g,-}=3.26\times10^{12}\times\frac{0.109}{1.109}\sqrt{\frac{160}{40}}
=0.64\times10^{12}\ \mathrm{s^{-1}}.
$$

For f emission, $N=0.169$ and the final energy is 50 meV. Relative to g emission there are four valleys instead of one, $D$ is 0.3 times as large, and $1/\omega$ is larger by $60/50$:

$$
\Gamma_{f,+}=3.26\times10^{12}\times4\,(0.3)^2\,\frac{60}{50}\,\frac{1.169}{1.109}\sqrt{\frac{50}{40}}
=1.66\times10^{12}\ \mathrm{s^{-1}}.
$$

f absorption, ending at 150 meV, gives $0.42\times10^{12}\ \mathrm{s^{-1}}$ in the same way.

| Process | With $m_d$ and $Z$ | With $m_6$ and $Z$ |
|---|---|---|
| g | $3.9$ | $23.4$ |
| f | $2.1$ | $12.5$ |
| Sum | $6.0$ | $35.9$ |

All entries are in $10^{12}\ \mathrm{s^{-1}}$. The last one is the $3.6\times10^{13}\ \mathrm{s^{-1}}$ you found.

### What happens to the mobility

The mobility is not wrong by a factor 6, because your background rate is a fixed number that the mass never entered. To see how much survives, we need the mobility formula, and it brings in a third mass.

With constant $D$, an electron arriving in a valley is equally likely to land at $\mathbf k$ and $-\mathbf k$, measured from the minimum. A collision therefore erases the average velocity, and the scattering rate is also the momentum relaxation rate. I assume that the background rate $\Gamma_b$ acts in the same way:

$$
\frac1{\tau(E)}=\Gamma_b+\Gamma_g(E)+\Gamma_f(E).
$$

A weak field $F$ along $x$ pushes the electrons with force $-eF$. In the steady state the change $f_1$ of the occupation $f_0\propto e^{-E/kT}$ obeys

$$
-eF\,v_x\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau}
\quad\Rightarrow\quad
f_1=eF\tau v_x\frac{\partial f_0}{\partial E}=-\frac{eF\tau v_x}{kT}f_0 .
$$

The mean velocity is $\sum v_xf_1/\sum f_0$, and the mobility is its magnitude divided by $F$:

$$
\mu=\frac{e}{kT}\,\frac{\sum v_x^2\,\tau f_0}{\sum f_0}.
$$

In a valley whose mass along $x$ is $m_x$, the rescaling above gives $v_x^2=\hbar^2\kappa_x^2/(m_xm_d)$. Averaged over directions at fixed energy, $\kappa_x^2=\kappa^2/3$, so $v_x^2$ becomes $2E/(3m_x)$. Two of the six valleys have $m_x=m_l$ and four have $m_x=m_t$. The average of $1/m_x$ is thus

$$
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad m_c=0.258\,m_0 .
$$

The density of states adds a weight $\sqrt E$ to both sums. Using $\int E^{3/2}e^{-E/kT}dE=\frac32kT\int E^{1/2}e^{-E/kT}dE$ in the denominator,

$$
\mu=\frac{e}{m_c}\,\frac{\int_0^\infty\tau(E)\,E^{3/2}e^{-E/kT}\,dE}{\int_0^\infty E^{3/2}e^{-E/kT}\,dE}.
$$

Numerical integration at 300 K, with the same background in both cases, gives about 1340 cm²/Vs with $m_d$ and 550 cm²/Vs with $m_6$. The ratio is 2.45.

It is well below 6 for two reasons. The background is unchanged, and slow electrons cannot emit phonons. At $E=0$ absorption alone remains. Scaling the absorption rates above by $\sqrt{60/160}$ and $\sqrt{50/150}$ gives $0.63\times10^{12}\ \mathrm{s^{-1}}$, so there the mistake multiplies the total rate by

$$
\frac{3.0+6\times0.63}{3.0+0.63}=1.9 .
$$

At 100 meV the corresponding ratio is $(3.0+35.9)/(3.0+6.0)=4.3$. The mobility averages over energies. The weight vanishes at $E=0$ itself, but with $m_6$ about 70% of the mobility integral comes from below 50 meV, where neither phonon can be emitted and the ratio stays between 1.9 and 2.1. The value 1.9 at $E=0$ depends on the background being constant. A background proportional to $\sqrt E$, as for acoustic phonons, vanishes there and the ratio tends to 6; adjusted to give the same 1340 cm²/Vs and held fixed, it still yields a mobility ratio of about 2.4. An acoustic rate computed from the golden rule contains $g_1$, and with it $m^{3/2}$. If $m_6$ is used there as well, every rate is six times too large and the mobility is six times too small. If intervalley scattering were the sole mechanism, the ratio would be 6 at every energy and in the mobility too.

### How the mistake can hide

The rate contains the product $D^2m^{3/2}$. If $D$ is fitted to a mobility while $m_6$ is in the program, the fit can absorb the factor 6 by choosing

$$
D_{\rm fit}=\frac{D}{\sqrt6}=0.408\,D .
$$

This factor must be applied to both couplings. A single mobility value does not fix two couplings, and other pairs fit it with different rates. With both rescaled, the g value of $10^9$ eV/cm would be reported as $4.1\times10^8$ eV/cm. Within this model the refitted rates are right at every energy and temperature, so no mobility curve reveals the error. It appears when the fitted $D$ is compared with an independent calculation of the coupling, or is used in a program that contains $m_d$, where it makes the intervalley rates six times too small. A value of $D$ therefore has to be quoted with the mass and valley count used to obtain it.

### Where $1.06\,m_0$ does belong

It belongs where all six valleys are wanted and no other factor counts them. An example is the effective density of states $N_c$, which relates the electron density to the Fermi level. With two spins and six valleys,

$$
N_c=2\int_0^\infty 6g_1(E)\,e^{-E/kT}dE
=\frac{2m_6^{3/2}}{\sqrt2\,\pi^2\hbar^3}\,\frac{\sqrt\pi}{2}(kT)^{3/2}
=2\left(\frac{m_6kT}{2\pi\hbar^2}\right)^{3/2}.
$$

At 300 K this is $2.7\times10^{19}\ \mathrm{cm^{-3}}$. One may equally write $m_d$ with an explicit factor 6. The rule is the same as for the rate: the valleys are counted either in the mass or in front, not in both.

### How far to trust the corrected numbers

The electron mobility of pure silicon at room temperature is roughly 1400 cm²/Vs, so 1340 looks good. That closeness is no evidence for the model, because the background rate was assumed, and two phonons stand in for a larger set. The mobility ratio 2.45 depends on these choices too; the factor 6 in the intervalley rates does not. Some further limits of the model can be estimated, the first four for the 100 meV electron:

- **Band shape.** If the bands follow $E(1+\alpha E)=\hbar^2\kappa^2/2m_d$ with a rough $\alpha=0.5$ per eV, then $\sqrt{E'}$ is replaced by $\sqrt{E'(1+\alpha E')}\,(1+2\alpha E')$. The summed intervalley rate rises by 8%. The velocity is also divided by $1+2\alpha E$, and with the same background the mobility falls from 1340 to about 1220 cm²/Vs, while the ratio moves from 2.45 to about 2.5.
- **Temperature.** In a device running at 400 K, the larger $N$ raises the rate at this fixed electron energy by 24%.
- **Collision broadening.** The correct intervalley rate corresponds to an energy uncertainty $\hbar\Gamma$ of about 4 meV, small beside the final energies of 40 and 50 meV after emission. The mistaken rate would give about 24 meV, and the golden rule itself would be in doubt.
- **Zone boundary.** With the minimum at 0.85 of the way to the boundary and a lattice constant of 0.543 nm, the ellipsoid reaches the boundary at 125 meV. Absorption, 18% of the rate, ends above that energy. The part of its final shell beyond the boundary is a cap holding the fraction $\frac12\left(1-\sqrt{125\ \mathrm{meV}/E'}\right)$ of the states, 6% at 160 meV and 4% at 150 meV. About 1% of the total rate therefore comes from states extrapolated past the boundary. How far the real band departs from the ellipsoid near the boundary is not measured by this estimate.
- **Filled final states.** At the valley bottom the occupation is about $n/N_c$ for electron density $n$. This is 4% at $10^{18}\ \mathrm{cm^{-3}}$. If those electrons come from ionized donors, scattering by the donors, which the model leaves out, already brings the mobility below half of 1340 cm²/Vs at this density. At $10^{20}\ \mathrm{cm^{-3}}$, a density typical of heavily doped contacts, the ratio is 3.6. An occupation cannot exceed 1, so Fermi statistics are needed there and the mobility above does not apply.

The two changes of the rate computed here, for band shape and for temperature, are 8% and 24%. The wrong mass changes it by 500%.
